# Symmetry-blocked London-orbital response and the proton shielding tensor of water

**Setting.** A water molecule with two equal O–H bonds lies in the $yz$ plane, with its $C_2$ axis along $z$ and the coordinate zero on that axis. Its ground state is a totally symmetric closed-shell Hartree–Fock (RHF) determinant with real, nondegenerate orbitals. A uniform field $\mathbf B$ and nuclear moments $\mathbf m(K)$ act on it. Atomic units are used, the electron has charge $-1$, and $\alpha$ is the fine-structure constant. The shielding tensor is

$$\sigma_{ab}(K)=\left.\frac{\partial^2E}{\partial m_a(K)\,\partial B_b}\right|_{0},$$

with the moment as first index and the field as second. $E$ is the electronic energy, without the direct coupling of the bare moment to the field. The characters of $C_{2v}$ are

| | $C_2$ | $\sigma(xz)$ | $\sigma(yz)$ |
|---|---|---|---|
| $A_1$ | 1 | 1 | 1 |
| $A_2$ | 1 | −1 | −1 |
| $B_1$ | −1 | 1 | −1 |
| $B_2$ | −1 | −1 | 1 |

## (a) Classify the perturbations

*Assign an irreducible representation to each component of $\mathbf B$, of the oxygen moment, and of suitable combinations of the proton moments.*

**Answer.** Fields and magnetic moments are axial vectors. An operation with matrix $R$ acts on them as $\det(R)\,R$:

- $C_2$: $R=\mathrm{diag}(-1,-1,1)$, $\det R=1$, giving $(-1,-1,1)$.
- $\sigma(xz)$: $R=\mathrm{diag}(1,-1,1)$, $\det R=-1$, giving $(-1,1,-1)$.
- $\sigma(yz)$: $R=\mathrm{diag}(-1,1,1)$, $\det R=-1$, giving $(1,-1,-1)$.

Reading each component through the three operations gives $x:(-1,-1,1)$, $y:(-1,1,-1)$ and $z:(1,-1,-1)$. Hence $B_x$ is $B_2$, $B_y$ is $B_1$ and $B_z$ is $A_2$. Every operation leaves oxygen in place, so its moment has the same labels.

The protons are exchanged by $C_2$ and $\sigma(xz)$ but not by $\sigma(yz)$. Define $m_a^\pm=[m_a(\mathrm H_1)\pm m_a(\mathrm H_2)]/\sqrt2$. The plus combinations keep the axial-vector characters. The minus combinations acquire the extra factors $(-1,-1,1)$:

| | $x$ | $y$ | $z$ |
|---|---|---|---|
| $m^+$ | $B_2$ | $B_1$ | $A_2$ |
| $m^-$ | $A_1$ | $A_2$ | $B_1$ |

## (b) Do London orbitals respect this classification?

*Derive the London phase factor. Show how the orbitals transform, and what happens when the gauge origin $\mathbf O$ is moved.*

**Answer.** The kinetic energy is $\tfrac12(\mathbf p+\mathbf A)^2$ with $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$. For a basis function $\chi_\mu$ centred at $\mathbf R_\mu$, split

$$\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf R_\mu)+\nabla f_\mu,\qquad f_\mu=\tfrac12[\mathbf B\times(\mathbf R_\mu-\mathbf O)]\cdot\mathbf r .$$

Since $\mathbf p\,e^{-if}\chi=e^{-if}(\mathbf p-\nabla f)\chi$, the function $\omega_\mu=e^{-if_\mu}\chi_\mu$ satisfies

$$(\mathbf p+\mathbf A)\omega_\mu=e^{-if_\mu}\left[\mathbf p+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_\mu)\right]\chi_\mu .$$

Each function thus behaves as if the gauge origin were at its own centre. Because $(\mathbf B\times\mathbf D)\cdot\mathbf r=\mathbf B\cdot(\mathbf D\times\mathbf r)$,

$$\left.\frac{\partial\omega_\mu}{\partial B_b}\right|_0=-\frac i2\,[(\mathbf R_\mu-\mathbf O)\times\mathbf r]_b\,\chi_\mu .$$

*Moving the origin.* Let $\mathbf O\to\mathbf O+\mathbf d$ and $g=\tfrac12(\mathbf B\times\mathbf d)\cdot\mathbf r$. Then $\mathbf A\to\mathbf A-\nabla g$, and every London orbital acquires the same factor $e^{ig}$. Now

$$(\mathbf p+\mathbf A-\nabla g)e^{ig}\omega_\mu=e^{ig}(\mathbf p+\mathbf A)\omega_\mu ,$$

and the factor cancels between bra and ket. It also cancels in each product $\omega_\mu^*\omega_\nu$, hence in the overlaps and the two-electron integrals. All matrices are independent of $\mathbf O$, even in a small basis.

*Symmetry.* We may therefore put $\mathbf O$ on the $C_2$ axis, so that $R\mathbf O=\mathbf O$. Applying $R$ to $\omega_\mu$ replaces $\mathbf r$ by $R^{-1}\mathbf r$. With $\mathbf D=\mathbf R_\mu-\mathbf O$,

$$(\mathbf B\times\mathbf D)\cdot R^{-1}\mathbf r=R(\mathbf B\times\mathbf D)\cdot\mathbf r=(\mathbf B'\times R\mathbf D)\cdot\mathbf r,\qquad \mathbf B'=\det(R)\,R\mathbf B .$$

Here $R\mathbf D=R\mathbf R_\mu-\mathbf O$ belongs to the image atom, whose basis functions span the image of $\chi_\mu$. The London space at $\mathbf B$ is mapped onto the London space at $\mathbf B'$, so the labels of (a) hold in the finite basis.

## (c) Block the response equations

*Derive the first-order equations for the orbitals in the field $B_b$ and show how they separate.*

**Answer.** Let $i,j$ be occupied and $v,w$ virtual orbitals. Write the perturbed coefficients, in the basis of the field-free orbitals, as $C=1+B_bU$. The overlap and Fock matrices have derivatives $S^b$ and $F^b$. Orthonormality, $C^\dagger SC=1$, gives at first order

$$U^\dagger+U+S^b=0 .$$

Rotations among occupied orbitals do not change the determinant, so we may choose $U_{ij}=-\tfrac12S^b_{ij}$. The $vi$ element of $FC=SC\varepsilon$ gives

$$(\varepsilon_v-\varepsilon_i)U_{vi}+F^b_{vi}-\varepsilon_iS^b_{vi}=0 .$$

Complex conjugation turns the problem at $\mathbf B$ into that at $-\mathbf B$. With real field-free orbitals the first-order matrices are therefore imaginary, and we set $U_{vi}=iu_{vi}$ with real $u_{vi}$.

$F^b$ itself depends on $u$. The occupied-virtual change of the density matrix is

$$\gamma(\mathbf r,\mathbf r')=2i\sum_{wj}u_{wj}\left[\varphi_w(\mathbf r)\varphi_j(\mathbf r')-\varphi_j(\mathbf r)\varphi_w(\mathbf r')\right].$$

It vanishes at $\mathbf r=\mathbf r'$ and so produces no Coulomb term. Exchange enters with weight $-\tfrac12$ and contributes $-i\sum_{wj}u_{wj}[(vw|ij)-(vj|wi)]$ to $F^b_{vi}$. Call the rest of the Fock derivative $\bar F^b$. It holds the field operator, the derivatives of the London orbitals and the density change fixed by $U_{ij}$. With $iq_{vi}=\bar F^b_{vi}-\varepsilon_iS^b_{vi}$, division by $i$ gives

$$\sum_{wj}H_{vi,wj}u_{wj}=-q_{vi},$$

$$H_{vi,wj}=(\varepsilon_v-\varepsilon_i)\delta_{vw}\delta_{ij}-(vw|ij)+(vj|wi).$$

Under an operation each orbital is multiplied by its character $\chi=\pm1$. Both integrals acquire $\chi_v\chi_w\chi_i\chi_j$ but cannot change, so they vanish unless this product is 1 for every operation. That means $\chi_v\chi_i=\chi_w\chi_j$. The matrix $H$ therefore connects only pairs with the same product $\Gamma_v\times\Gamma_i$.

By (b), the right-hand side obeys $\chi_v\chi_i\,q_{vi}=\chi_b\,q_{vi}$, where $\chi_b$ is the character of $B_b$. It is nonzero only in the block of the field:

- $B_x$: block $B_2$.
- $B_y$: block $B_1$.
- $B_z$: block $A_2$.

No uniform field drives the $A_1$ block. The separate solutions exist if $H$ is nonsingular.

## (d) Find the pattern of the tensors

*Express the shielding through these solutions. Determine which elements may be nonzero and how the two protons are related.*

**Answer.** The moment adds $\mathbf A_m=\alpha^2\,\mathbf m\times\mathbf r_K/r_K^3$, where $\mathbf r_K$ and $\mathbf r_O$ are measured from the nucleus and from $\mathbf O$. This potential is divergence-free, so the terms of $\tfrac12(\mathbf p+\mathbf A+\mathbf A_m)^2$ linear in $\mathbf m$ are $\mathbf A_m\cdot\mathbf p+\mathbf A\cdot\mathbf A_m$. Expanding the products gives

$$h^m_a=\alpha^2\frac{(\mathbf r_K\times\mathbf p)_a}{r_K^3},\qquad
h^{mB}_{ab}=\frac{\alpha^2}{2}\,\frac{\delta_{ab}\,\mathbf r_O\cdot\mathbf r_K-r_{O,a}r_{K,b}}{r_K^3}.$$

The London orbitals do not depend on $\mathbf m$ and the energy is stationary, so $\partial E/\partial m_a$ is the expectation value of $h^m_a+\sum_bB_bh^{mB}_{ab}$. Differentiating with respect to $B_b$ gives the ground-state average of $h^{mB}_{ab}$, terms from $\partial\omega_\mu/\partial B_b$ and $U_{ij}$, and the response part. For the last, write $\langle v|h^m_a|i\rangle=ik_{vi}$, so that $\langle i|h^m_a|v\rangle=-ik_{vi}$. Then

$$\sigma^{\rm resp}_{ab}=2i\sum_{vi}u_{vi}(-ik_{vi}-ik_{vi})=4\sum_{vi}k_{vi}u_{vi}=-4\,k^{T}H^{-1}q .$$

This needs $k$ and $q$ in the same block. The other terms obey the same rule, because the whole energy is unchanged when field and moments are transformed together. A bilinear coefficient is thus multiplied by $\chi_m\chi_b$ and must vanish unless the two labels agree.

For oxygen the three labels differ, so its tensor is diagonal. For the protons the table in (a) allows five couplings:

- $B_x$ with $m_x^+$.
- $B_y$ with $m_y^+$ and $m_z^-$.
- $B_z$ with $m_z^+$ and $m_y^-$.

In terms of the individual nuclei, the coefficient for $m_a^\pm$ is $[\sigma_{ab}(\mathrm H_1)\pm\sigma_{ab}(\mathrm H_2)]/\sqrt2$. The plus coupling of each diagonal element is allowed and the minus coupling is not, so the diagonal elements of the protons are equal. For $yz$ and $zy$ it is the reverse, so

$$\sigma(\mathrm H_{1,2})=\begin{pmatrix}\sigma_{xx}&0&0\\0&\sigma_{yy}&\pm\sigma_{yz}\\0&\pm\sigma_{zy}&\sigma_{zz}\end{pmatrix}.$$

Symmetry does not make $\sigma_{yz}$ and $\sigma_{zy}$ equal. The first uses the $A_2$ block, the second the $B_1$ block.

*Limiting case.* If the molecule is straightened along $y$, the $xy$ plane also becomes a mirror plane containing both protons. Under it the axial components $x,y,z$ have characters $-1,-1,+1$. Both $\sigma_{yz}$ and $\sigma_{zy}$ then vanish.

## (e) Read a computed tensor

*An RHF/6-31G\*\* calculation with Cartesian $d$ functions uses bonds of 0.96 Å and an angle of 104.5°. The occupied orbitals are $3A_1+B_1+B_2$, the virtual ones $9A_1+2A_2+3B_1+6B_2$. For $\mathrm H_1$, on the side of positive $y$ and $z$, the elements in ppm are $\sigma_{xx}=23.56$, $\sigma_{yy}=38.85$, $\sigma_{zz}=30.74$, $\sigma_{yz}=9.65$, $\sigma_{zy}=8.14$. Find the block dimensions and interpret the tensor.*

**Answer.** Counting pairs by the product of their labels, with the occupied orbitals taken in the order $A_1,B_1,B_2$:

- $A_1$: $3\cdot9+1\cdot3+1\cdot6=36$.
- $A_2$: $3\cdot2+1\cdot6+1\cdot3=15$.
- $B_1$: $3\cdot3+1\cdot9+1\cdot2=20$.
- $B_2$: $3\cdot6+1\cdot2+1\cdot9=29$.

The sum is $100=5\cdot20$, as it must be. The three fields need systems of dimension 29, 20 and 15 in place of 100.

The isotropic shielding is $(23.56+38.85+30.74)/3=31.05$ ppm. The off-diagonal pair has the symmetric part $(9.65+8.14)/2\approx8.89$ ppm and the antisymmetric part $(9.65-8.14)/2\approx0.76$ ppm.

The response and remaining terms add up as

$$\sigma_{yz}=-2.95+12.60=9.65,\qquad \sigma_{zy}=-4.05+12.19=8.14\ \text{ppm}.$$

In this basis and with the definition of $u_{vi}$ in (c), 1.10 ppm of the difference of 1.51 ppm falls on the response parts and 0.41 on the other terms. Only the sum has physical meaning. The response share becomes 0.06 ppm of 1.51 in cc-pVTZ and −0.93 ppm of 1.33 in aug-cc-pVTZ. In 6-31G\*\* it becomes −0.72 ppm if $-\tfrac12S^b_{vi}$ is taken out of $U_{vi}$ and counted with the other terms. Another coordinate zero multiplies each London orbital by a constant phase that depends only on its atom, and this changes $u_{vi}$. Since $\sigma(yz)$ leaves every atom in place, the change is confined to pairs even under $\sigma(yz)$, the blocks $A_1$ and $B_2$. The operators for $m_y$ and $m_z$ have elements only in $A_2$ and $B_1$, so the split given here does not depend on the coordinate zero. Only the split of elements in the row $m_x$ can shift, with the sum unchanged.

The in-plane principal values of the symmetric part are

$$\frac{38.85+30.74}{2}\pm\sqrt{\left(\frac{38.85-30.74}{2}\right)^2+8.89^2}\approx34.79\pm9.77,$$

or 44.57 and 25.02 ppm from the unrounded elements. The axis of the larger value makes an angle $\theta$ with $y$, where $\tan2\theta=2(8.89)/(38.85-30.74)$, so $\theta\approx32.7^\circ$ ($32.75^\circ$ from the unrounded elements). The bond makes $90^\circ-52.25^\circ=37.75^\circ$ with $y$. The axis is therefore close to the bond, 5.0° away on the side of $y$. Symmetry fixes the $x$ axis as principal but not this angle.

A rotation about $x$ can remove the symmetric off-diagonal part. It cannot remove the antisymmetric part, since a $2\times2$ antisymmetric matrix is unchanged by a rotation in its plane.

These values omit electron correlation, relativity, vibration and solvent, and the basis is modest. Their digits serve to check the arithmetic and the symmetry, not to predict a measurement. In the aug-cc-pVTZ basis the five elements move by up to 0.55 ppm ($\sigma_{zz}=30.19$), the isotropic shielding becomes 30.63 ppm, the antisymmetric part 0.66 ppm and the angle to the bond 5.35°. Self-consistent solutions in a small finite field along $y$ and along $z$ reproduced the field-induced terms within $10^{-5}$ ppm.

## (f) Which conditions matter?

*Decide what survives if the bonds become unequal, and if the London phases are dropped in favour of one common gauge origin.*

**Answer.** With unequal bonds the reflection $\sigma(yz)$ remains. It leaves each proton in place and gives the axial components the characters $(1,-1,-1)$. This alone forbids $xy$, $yx$, $xz$ and $zx$. The operations that exchange the protons are lost, and with them the relation between the two tensors. For bonds of 0.96 Å ($\mathrm H_1$) and 1.06 Å ($\mathrm H_2$), with $z$ still bisecting the angle, the calculation gives:

| | $\mathrm H_1$ (ppm) | $\mathrm H_2$ (ppm) |
|---|---|---|
| $\sigma_{yz}$ | 8.95 | −7.63 |
| $\sigma_{zy}$ | 6.83 | −5.98 |

The signs still differ, but the magnitudes no longer agree. In cc-pVTZ the four entries move by up to 0.24 ppm and the same holds. The four forbidden elements remain zero to numerical accuracy. The $C_{2v}$ blocks merge in pairs, $A_1$ with $B_2$ and $A_2$ with $B_1$, since only the character under $\sigma(yz)$ still distinguishes them.

Without London phases, an operation maps the calculation with origin $\mathbf O$ onto one with origin $R\mathbf O$. An operation then guarantees its part of the pattern only if $R\mathbf O=\mathbf O$. An origin in the molecular plane but off the axis keeps the four zeros and loses the relation between the protons. Moving the origin requires the factor $e^{ig}$ of (b), which a finite set of field-independent functions cannot in general supply.

For the symmetric molecule with $\mathbf O=(1.5,-1.0,0.8)$ bohr, which lies off the molecular plane, the largest forbidden element of $\mathrm H_1$ is 26.7 ppm in magnitude. This is comparable to the isotropic shielding. It is an error of the finite basis and falls slowly as the basis grows, to 11.0 ppm in cc-pVTZ and 9.5 ppm in aug-cc-pVTZ. With London orbitals the same shift changes no element of any of the three tensors by more than about $2\times10^{-11}$ ppm.

The argument also assumes that the electronic state has the symmetry of the nuclei. A symmetry-broken Hartree–Fock solution would not be bound by these rules.

## Values computed for the example and the checks

```
O-H bond length: 0.96 angstrom; angle: 104.5 degree
H1 position (x,y,z): [0.     1.4344 1.1106] bohr
RHF energy: -76.022985 hartree
basis functions: 25; extended set: 80
occupied orbital irreps: A1 A1 B2 A1 B1
virtual orbitals per irrep: {'A1': 9, 'A2': 2, 'B1': 3, 'B2': 6}
field irreps: {'x': 'B2', 'y': 'B1', 'z': 'A2'}
proton moment irreps: {'x+': 'B2', 'x-': 'A1', 'y+': 'B1', 'y-': 'A2', 'z+': 'A2', 'z-': 'B1'}
response dimension: 100 ; blocks: {'A1': 36, 'A2': 15, 'B1': 20, 'B2': 29}
independent proton parameters: 5
O shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:
      319.577      0.000      0.000
        0.000    363.618      0.000
        0.000      0.000    331.173
O isotropic shielding: 338.123 ppm
H1 shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:
       23.562      0.000      0.000
        0.000     38.845      9.648
        0.000      8.136     30.743
H1 isotropic shielding: 31.050 ppm
H2 shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:
       23.562      0.000      0.000
        0.000     38.845     -9.648
        0.000     -8.136     30.743
H2 isotropic shielding: 31.050 ppm
H1 yz: block A2 response -2.951 ppm, other terms 12.599 ppm
H1 zy: block B1 response -4.050 ppm, other terms 12.186 ppm
H1 antisymmetric part (yz-zy)/2: 0.756 ppm
H1 symmetric yz element: 8.892 ppm
H1 in-plane principal values: 25.022, 44.566 ppm
angle of larger in-plane axis to O-H bond: 5.00 degree
shifted gauge origin: [ 1.5 -1.   0.8] bohr
London: largest change of any element: 2.0e-11 ppm
common origin: largest forbidden H1 element: 26.658 ppm
unequal bonds: 0.96 and 1.06 angstrom
unequal bonds, yz of H1 and H2: 8.954, -7.633 ppm
unequal bonds, zy of H1 and H2: 6.833, -5.981 ppm
finite-field check, largest deviation: 9.6e-06 ppm
quadrature check, largest deviation: 4.5e-07 atomic units
```
